# Third cumulant of a displaced-oscillator absorption line: temperature independence and limits

When the absorption line of a point defect is described by its first three cumulants, the third, which measures the asymmetry, can be refitted at each temperature or computed once from the vibrational couplings. Lineshape functions of this kind also enter nonradiative multiphonon models of charge trapping at Si/SiO2 interfaces. For displaced oscillators whose frequencies are the same in both electronic states, the third cumulant is

$$\kappa_3=\sum_j S_j\,\varepsilon_j^3 ,\qquad \varepsilon_j=\hbar\omega_j ,$$

with $S_j$ the Huang-Rhys factor of mode $j$. It is computed once and held fixed while the width changes with temperature. Small departures from the model can spoil this constancy, and several are sized below.

## Model and conventions

The lower electronic state g and the upper state e are coupled to independent harmonic modes. The upper potential is the lower one displaced, with the same frequencies and no mixing of modes. With $q_j=a_j+a_j^\dagger$,

$$H_g=\sum_j\varepsilon_j\left(a_j^\dagger a_j+\tfrac12\right),\qquad H_e=H_g+E_v+V,\qquad V=\sum_j G_jq_j .$$

$E_v$ is the vertical energy at the lower minimum and $G_j$ is the slope of the energy difference there. Completing the square in one mode gives

$$\varepsilon a^\dagger a+G(a+a^\dagger)=\varepsilon\left(a^\dagger+\frac G\varepsilon\right)\left(a+\frac G\varepsilon\right)-\frac{G^2}{\varepsilon}.$$

The shifted operators obey the same commutation rule, so the spectrum is unchanged apart from a lowering by $G^2/\varepsilon$, the relaxation energy. Defining it as $S\varepsilon$ gives

$$G_j^2=S_j\varepsilon_j^2,\qquad E_v=E_{\rm ZPL}+\sum_jS_j\varepsilon_j ,$$

where $E_{\rm ZPL}$ is the zero-phonon energy.

The transition dipole is constant (Condon approximation). The absorption coefficient carries a further factor of photon energy, which is divided out. The remaining line, of unit area, is

$$L(E)=\sum_{i,f}p_i\,|\langle f|i\rangle|^2\,\delta(E-E_f+E_i),$$

where $|i\rangle$ are the phonon-number states of $H_g$ with populations $p_i$, and $|f\rangle$ are the eigenstates of $H_e$. Angle brackets without a state label mean $\langle X\rangle=\sum_ip_i\langle i|X|i\rangle$.

Cumulants are the coefficients in $\ln\int L\,e^{\lambda E}dE=\sum_n\kappa_n\lambda^n/n!$. Let $\bar E$ be the mean and $\mu_n$ the $n$th moment about it. Then

$$\ln\int L\,e^{\lambda E}dE=\lambda\bar E+\ln\left(1+\frac{\mu_2\lambda^2}{2}+\frac{\mu_3\lambda^3}{6}+\dots\right).$$

The square of the bracketed correction starts at $\lambda^4$, so $\kappa_2=\mu_2$ and $\kappa_3=\mu_3$.

## Derivation

Write $h_i=H_g-E_i$, so that $h_i|i\rangle=0$. Acting on a final state, $H_e-E_i-E_v=h_i+V$ gives $E_f-E_i-E_v$. The final states are complete, so their sum can be removed:

$$\int L(E)(E-E_v)^n\,dE=\sum_ip_i\langle i|(h_i+V)^n|i\rangle .$$

For $n=1$ this is $\langle V\rangle=0$, because each $q_j$ changes a phonon number by one. The mean is therefore $E_v$, and the higher expressions are central moments. The outermost factors act directly on $|i\rangle$ and $\langle i|$, where $h_i$ gives zero:

$$\mu_2=\langle V^2\rangle,\qquad \mu_3=\sum_ip_i\langle i|V(h_i+V)V|i\rangle=\langle V^3\rangle+\sum_ip_i\langle i|Vh_iV|i\rangle .$$

The last term is a double commutator. Expanding,

$$[V,[H_g,V]]=2VH_gV-V^2H_g-H_gV^2 ,$$

and in the state $|i\rangle$ the last two terms give $-2E_i\langle i|V^2|i\rangle$. Hence

$$\langle i|Vh_iV|i\rangle=\tfrac12\langle i|[V,[H_g,V]]|i\rangle .$$

$V^3$ is a sum of products of three ladder operators. Each product changes the total phonon number by an odd amount, so $\langle V^3\rangle=0$. For the commutator, $[H_g,a_j^\dagger]=\varepsilon_ja_j^\dagger$ and $[H_g,a_j]=-\varepsilon_ja_j$ give

$$[H_g,V]=\sum_jG_j\varepsilon_j(a_j^\dagger-a_j).$$

Different modes commute, and within one mode

$$[a+a^\dagger,\,a^\dagger-a]=[a,a^\dagger]-[a^\dagger,a]=2 .$$

Therefore $[V,[H_g,V]]=2\sum_jG_j^2\varepsilon_j$, and

$$\kappa_3=\sum_jG_j^2\varepsilon_j=\sum_jS_j\varepsilon_j^3 .$$

The commutator is a number, so no average over populations is left. Thermal equilibrium was not used: any populations diagonal in the phonon numbers give the same $\kappa_3$.

**Zero-temperature case.** For one mode the lower ground state obeys $a|0\rangle=0$, hence $(a+G/\varepsilon)|0\rangle=(G/\varepsilon)|0\rangle$. Let $c_p$ be its amplitudes in the upper-state levels. Then $\sqrt{p+1}\,c_{p+1}=(G/\varepsilon)c_p$, so $c_p^2=e^{-S}S^p/p!$. The lines lie at $E_{\rm ZPL}+p\varepsilon$, and

$$\ln\sum_pc_p^2e^{\lambda p\varepsilon}=S(e^{\lambda\varepsilon}-1).$$

Its third-order coefficient is $S\varepsilon^3$, as required.

## Width and skewness

The variance needs $\langle q^2\rangle$, and later sections need higher thermal moments of $q$. Take $X=e^{isq}$, $f(s)=\langle X\rangle$, and a thermal density operator $\rho$ with $x=e^{\varepsilon/kT}$. Since $\rho a=x\,a\rho$, cyclic permutation under the trace gives $\langle aX\rangle=x\langle Xa\rangle$. Also $[a,X]=isX$, so $(x-1)\langle Xa\rangle=isf$. In the same way $\langle a^\dagger X\rangle=x^{-1}\langle Xa^\dagger\rangle$ and $[X,a^\dagger]=isX$ give $(1-x^{-1})\langle Xa^\dagger\rangle=isf$. Adding the two results,

$$\langle Xq\rangle=is\,\frac{x+1}{x-1}\,f=isCf,\qquad C=\coth\frac{\varepsilon}{2kT}.$$

Since $f'=i\langle Xq\rangle=-sCf$, it follows that $f=e^{-Cs^2/2}$. The thermal distribution of $q$ is Gaussian with variance $C$, and

$$\kappa_2=\sum_jS_j\varepsilon_j^2\coth\frac{\varepsilon_j}{2kT}.$$

The skewness $\gamma=\kappa_3/\kappa_2^{3/2}$ falls on heating because its denominator grows. When $kT$ is well above every coupled phonon energy, $\kappa_2\approx2kT\sum_jS_j\varepsilon_j$ and $\gamma\propto T^{-3/2}$.

## Implementation consequences

**Forces suffice.** Let $Q_j=\sqrt{\hbar/2\omega_j}\,q_j$ be the mass-weighted normal coordinate and $f_j$ the upper-state force along it at the lower minimum. Then $G_j^2=\hbar f_j^2/2\omega_j$ and $G_j^2\varepsilon_j=\hbar^2f_j^2/2$. The normal-mode vectors are orthonormal in mass-weighted coordinates, so

$$\kappa_3=\frac{\hbar^2}{2}\sum_jf_j^2=\sum_a\frac{\hbar^2|\mathbf F_a|^2}{2M_a},$$

where $\mathbf F_a$ is the upper-state force on atom $a$, of mass $M_a$, at the relaxed lower-state geometry. The frequencies have dropped out. When the $S_j$ are obtained from these forces, a mode-by-mode sum that falls short of this atomic sum has lost part of the coupling. When they are obtained from the displacement between the two minima, a mismatch can also arise with every mode kept: if all upper-state frequencies are $r$ times the lower ones, the ratio is $r^{-4}$, or 0.82 for $r=1.05$.

**Sampling geometries is not enough.** If the nuclei are held still during the transition, the line is the distribution of $E_v+V(q)$. Its third central moment is $\langle V^3\rangle=0$, even when $q$ is drawn from the quantum thermal distribution. In this model the asymmetry comes from the nuclear kinetic energy, which fails to commute with $V$.

**One effective mode underestimates $\kappa_3$.** Suppose a single mode is chosen to reproduce $\sum S\varepsilon$ and the zero-temperature variance $\sum S\varepsilon^2$. Its energy is $\sum S\varepsilon^2/\sum S\varepsilon$ and its third cumulant is $(\sum S\varepsilon^2)^2/\sum S\varepsilon$. By the Cauchy-Schwarz inequality this cannot exceed $\sum S\varepsilon^3$, and it is equal only if all coupled modes share one energy.

## Worked example: a defect in silica

The parameters are round model values: $E_{\rm ZPL}=4.50$ eV and three effective modes.

- 50 meV, $S=10$: $S\varepsilon=0.500$ eV, $S\varepsilon^3=0.001250$ eV³.
- 100 meV, $S=4$: $S\varepsilon=0.400$ eV, $S\varepsilon^3=0.004000$ eV³.
- 140 meV, $S=3$: $S\varepsilon=0.420$ eV, $S\varepsilon^3=0.008232$ eV³.

The sums are a relaxation energy of 1.320 eV, a mean of $4.50+1.32=5.82$ eV, and

$$\kappa_3=0.001250+0.004000+0.008232=0.013482\ \text{eV}^3=(0.238\ \text{eV})^3 .$$

The 140 meV mode supplies 32% of the relaxation energy but 61% of $\kappa_3$, so an error in the stiff modes matters more here than in the mean.

The spectrum was also built from its definition. For each mode both Hamiltonians were diagonalized in 160 oscillator states, the squared overlaps were weighted with thermal populations, and the three single-mode spectra were convolved. The resulting lines have these properties:

- 10 K: $\sigma=\sqrt{\kappa_2}=0.352$ eV, $\kappa_3=0.013482$ eV³, $\gamma=0.310$.
- 300 K: $\sigma=0.367$ eV, $\kappa_3=0.013482$ eV³, $\gamma=0.273$.
- 600 K: $\sigma=0.420$ eV, $\kappa_3=0.013482$ eV³, $\gamma=0.182$.

With every mode held in its third excited level, a strongly non-thermal state, the variance rises to 0.867 eV² from 0.124 eV² at 10 K. This is the factor $2n+1=7$ from $\langle q^2\rangle$ in a number state. The third cumulant is still 0.013482 eV³.

An effective mode fitted as above has energy $0.1238/1.320=0.094$ eV. Its third cumulant is $0.1238^2/1.320=0.0116$ eV³, 14% below the three-mode value.

### Peak and tails

Defects in a glass have a spread of energies. An independent shift $s$ of zero mean adds $\langle s^3\rangle$ to $\kappa_3$, which vanishes for a symmetric spread. A Gaussian spread of standard deviation 50 meV raises $\sigma$ at 300 K to 0.370 eV, leaves $\kappa_3$ unchanged, and smooths the phonon structure. This requires the shift to be independent of the couplings. If the $S_j$ vary from site to site, the mean and the variance are correlated, and three times their covariance is added to $\kappa_3$. Scaling all $S_j$ by $1\pm0.038$ at fixed $E_{\rm ZPL}$ gives the same 50 meV spread of the mean and raises $\kappa_3$ by 5.2%, 5.7% and 7.4% at 10, 300 and 600 K.

For small skewness, with higher cumulants neglected, the factor $e^{\lambda^3\kappa_3/6}$ in $\int Le^{\lambda E}dE$ is replaced by $1+\lambda^3\kappa_3/6$. Integration by parts turns $\lambda^3$ into $-d^3/dE^3$ acting on the Gaussian $g$ of the same mean and variance. With $z=(E-\bar E)/\sigma$,

$$L\approx g-\frac{\kappa_3}{6}\frac{d^3g}{dE^3}=g\left[1+\frac\gamma6(z^3-3z)\right].$$

Near the centre $\ln L\approx{\rm const}-z^2/2-\gamma z/2$, so the peak lies at $z=-\gamma/2$, below the mean by

$$\frac{\kappa_3}{2\kappa_2}=\frac{0.01348}{2(0.3701)^2}=0.049\ \text{eV}.$$

The computed line has its peak 0.050 eV below the mean. The area more than $2\sigma$ below the mean is 1.50%, and that above is 2.94%, against 2.28% on each side for a Gaussian. A Gaussian thus overestimates the low-energy tail by half at this cut.

The corrected Gaussian must not be carried far into that tail. With $\gamma=0.01348/0.3701^3=0.266$, its bracket reaches zero near $z=-3.2$ and is negative beyond. Any quantity that depends on the line there needs the full lineshape function.

## Where the temperature independence fails

The sizes below use assumed departures, applied one at a time to the example, without static broadening unless stated. Percentages are relative to 0.013482 eV³.

**Changed frequencies.** Let the upper-state frequency be $r$ times the lower one, with $G$ held fixed; $S=G^2/\varepsilon^2$ is then defined by the slope. In terms of $q$, the lower potential is $\varepsilon q^2/4$ and the kinetic energy is $-\varepsilon\,\partial^2/\partial q^2$. Measured from the new mean,

$$V=Gq+D(q^2-C),\qquad D=\frac{\varepsilon(r^2-1)}4 .$$

The moment formula still holds, since it used only $\langle V\rangle=0$. The potential commutes with $V$, so the kinetic energy alone contributes to the commutator:

$$[H_g,V]=-\varepsilon\left(V''+2V'\frac{\partial}{\partial q}\right),\qquad \tfrac12[V,[H_g,V]]=\varepsilon V'^2 .$$

Its average is $\varepsilon(G^2+4D^2C)$, because $\langle q\rangle=0$. In $\langle V^3\rangle$ the terms odd in $q$ vanish, leaving $3G^2D\langle q^2(q^2-C)\rangle+D^3\langle(q^2-C)^3\rangle$. The Gaussian moments $\langle q^4\rangle=3C^2$ and $\langle q^6\rangle=15C^3$ give $2C^2$ for the first average and $(15-9+3-1)C^3=8C^3$ for the second. Per mode,

$$\kappa_3=S\varepsilon^3+6S\varepsilon^2DC^2+8D^3C^3+4\varepsilon D^2C .$$

The second term, relative to the first, is $\tfrac32(r^2-1)C^2$. For $r=0.95$ and $C=1$ this is $-14.6\%$. With all three upper-state modes softened by 5%, the computed changes are $-14.6\%$ at 10 K, $-16.2\%$ at 300 K and $-26.1\%$ at 600 K.

**Anharmonicity.** Let both states share an anharmonic potential while their energy difference stays linear, $V=G(q-\langle q\rangle)$. The commutator term remains $\varepsilon G^2=S\varepsilon^3$, but the distribution of $q$ is now skewed:

$$\kappa_3=S\varepsilon^3+G^3\langle(q-\langle q\rangle)^3\rangle .$$

The example uses the Morse expansion through fourth order, $\varepsilon(q^2/4-\sqrt{x_e}\,q^3/4+7x_eq^4/48)$, with $x_e=0.001$ in every mode. The upper minimum lies on the soft side, so $G<0$. Here $S=G^2/\varepsilon^2$ is again defined by the slope. For displacements this large the anharmonicity is not slight: at the upper minima the frequencies are 0.64, 0.78 and 0.81 of the lower-state values for the 50, 100 and 140 meV modes. Diagonalization gives changes of $-6.2\%$, $-9.1\%$ and $-25.1\%$ at 10, 300 and 600 K. Displacement to the stiff side reverses the sign of the added term.

**Coordinate-dependent dipole.** Let the dipole carry a factor $1+\eta q$ for each mode. To first order in $\eta$, the $n$th moment about $E_v$ changes by $2\eta\langle q(h_i+V)^n\rangle$, while the area is unchanged because $\langle q\rangle=0$. For $n=1$ the change is $2\eta GC$. For $n=3$, $(h_i+V)^3|i\rangle=(h_i^2V+h_iV^2+Vh_iV+V^3)|i\rangle$, and the two middle terms vanish by parity. Since $h_iq|i\rangle=\varepsilon(a^\dagger-a)|i\rangle$, the first term gives $G\varepsilon^2\langle aa^\dagger+a^\dagger a\rangle=G\varepsilon^2C$. The last gives $G^3\langle q^4\rangle=3G^3C^2$. Subtracting three times the variance $G^2C$ times the shift of the mean,

$$\delta\kappa_3=2\eta(G\varepsilon^2C+3G^3C^2)-3G^2C\,(2\eta GC)=2\eta G\varepsilon^2C .$$

This term depends on temperature through $C$. For $\eta=0.05$ and $G=-\sqrt S\,\varepsilon$, summing over the modes with $C=1$ gives $-5.3\%$. The full calculation at 300 K gives $-7.0\%$; the first-order term with the 300 K values of $C$ is $-5.5\%$, and the rest comes from higher orders in $\eta$. For $\eta=-0.05$ the full change at 300 K is $+4.0\%$.

**Data treatment.** Leaving the photon-energy factor in the line changes $\kappa_3$ by $+1.1\%$ at 300 K. A finite measuring window does more harm. For the broadened line at 300 K, cutting at $\pm2\sigma$, $\pm3\sigma$ and $\pm4\sigma$ about the mean, renormalizing, and taking the third moment about the mean of the cut line changes $\kappa_3$ by $-78\%$, $-35\%$ and $-6\%$. Taken about the mean of the full line, the changes are $-113\%$, $-46\%$ and $-7\%$. Because $\sigma$ grows with temperature, a window fixed in eV produces an apparent temperature dependence: for $\pm1.11$ eV, with moments about the mean of the cut line, the changes are $-29\%$, $-35\%$ and about $-53\%$ at 10, 300 and 600 K. Fitting a full model line avoids the direct third moment.

## Relation to real oxide defects

The vibrations of silica extend up to roughly 150 meV, and some of its point defects absorb in the ultraviolet with widths of several tenths of an eV. The example lies in that rough regime, but its three modes and couplings do not represent an identified defect. Real defects need not keep their vibrational frequencies when the electronic state changes. For the assumed 5% softening this lowers $\kappa_3$ by 16% at 300 K. Most of this is an offset already present at 10 K (14.6%); $\kappa_3$ falls by less than 2% between 10 and 300 K and by about 13% between 10 and 600 K. The softening, the anharmonicity and the dipole slope are illustrative sizes, not measured ones. For a particular defect they should be computed before a constant $\kappa_3$ is imposed on a fit over a wide temperature range.
